# Quadrupole term of the electron-phonon vertex and its piezoelectric acoustic limit, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** A three-dimensional insulator with time-reversal symmetry has cell volume $\Omega$ and atoms $\kappa$ at $\mathbf R+\boldsymbol\tau_\kappa$. Atomic units are used, the electron charge is $-1$, and repeated indices are summed. The atoms of sublattice $\kappa$ move along $\alpha$ by $u_{\kappa\alpha}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$. The electrons follow adiabatically in a local Kohn-Sham potential with a local or semilocal kernel $f_{xc}$, which is analytic in $\mathbf q$. The first-order potential energy per unit displacement is $e^{i\mathbf q\cdot\mathbf r}\delta V_{\kappa\alpha}(\mathbf r)$ with $\delta V$ cell periodic, and the vertex is

$$g^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q)=\langle u_{m\mathbf k+\mathbf q}|\delta V_{\kappa\alpha}|u_{n\mathbf k}\rangle .$$

Periodic functions are vectors in the reciprocal-lattice index $\mathbf G$, $|1\rangle$ is the constant function, and $q\varepsilon q$ means $q_\beta\varepsilon^{\beta\gamma}q_\gamma$.

## (a) The response without macroscopic field

*Remove the $\mathbf G=0$ Coulomb term from the self-consistent equation. How does the macroscopic charge of the remaining problem expand in $\mathbf q$?*

**Solution.** The equation is $\delta V=\delta V_{\rm ext}+(v+f_{xc})\chi^0\delta V$, with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$ and electron density $\delta n=\chi^0\delta V$. The singular element $v_0=4\pi/q^2$ acts on the ionic charge $\rho^{\rm ion}_0=-iq_\alpha z_\kappa/\Omega$ inside $\delta V_{\rm ext}$ and on $\delta n_0$. Together they form the total macroscopic charge $\rho_0=\rho_0^{\rm ion}-\delta n_0$, with electrostatic potential $\phi=4\pi\rho_0/q^2$ and electron energy $-\phi$. A bar marks quantities without $v_0$:

$$\delta V=\delta\bar V_{\rm ext}+\bar K\chi^0\delta V-\phi|1\rangle .$$

With $\bar L=(1-\bar K\chi^0)^{-1}$ and $\delta\bar V=\bar L\,\delta\bar V_{\rm ext}$,

$$\delta V=\delta\bar V-\phi\,\bar L|1\rangle. \tag{1}$$

The independent-particle response, for $N$ cells, is

$$\chi^0_{\mathbf G\mathbf G'}=\frac{2}{N\Omega}\sum_{\mathbf k nm}\frac{f_{n}-f_{m}}{\epsilon_{n\mathbf k}-\epsilon_{m\mathbf k+\mathbf q}}\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k+\mathbf q}\rangle\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G'\cdot\mathbf r}|u_{n\mathbf k}\rangle .$$

Three properties follow. The sum couples filled to empty states, the denominators are bounded by the gap, and the filled and empty subspaces of a gapped Hamiltonian vary analytically with $\mathbf k$, so $\chi^0$ is analytic near $\mathbf q=0$; so are $\bar K$, $\bar L$ (for a stable crystal) and $\bar\chi=\chi^0\bar L$. For $\mathbf G'=0$ the last factor is the overlap of a filled and an empty state, which vanishes at $\mathbf q=0$, so the wings are $O(q)$ and the head is $O(q^2)$; every term of $\bar\chi=\chi^0+\chi^0\bar K\chi^0+\dots$ begins and ends with $\chi^0$ and inherits these orders. Relabelling $n\leftrightarrow m$, $\mathbf k\to\mathbf k-\mathbf q$ in the full-zone sum gives $\chi^0_{\mathbf G\mathbf G'}(\mathbf q)=\chi^0_{-\mathbf G',-\mathbf G}(-\mathbf q)$, the symmetry of the static response under $\mathbf r\leftrightarrow\mathbf r'$, which does not rely on time reversal; $\bar K$ has the same symmetry, and reversing the order of the factors in each term of the series gives $\bar\chi_{\mathbf G\mathbf G'}(\mathbf q)=\bar\chi_{-\mathbf G',-\mathbf G}(-\mathbf q)$, so the head is even.

The barred charge $\bar\rho_{\kappa\alpha}=\rho_0^{\rm ion}-(\bar\chi\,\delta\bar V_{\rm ext})_0$ is therefore analytic and vanishes at $\mathbf q=0$:

$$\Omega\bar\rho_{\kappa\alpha}(\mathbf q)=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3). \tag{2}$$

The prefactors are those of $e^{-i\mathbf q\cdot(\mathbf r-\boldsymbol\tau_\kappa)}$ expanded over the charge induced by one atom. The perturbation at $-\mathbf q$ is the complex conjugate, so $\bar\rho(-\mathbf q)=\bar\rho(\mathbf q)^*$ and $Z$, $Q$ are real; $Q$ is symmetric in $\beta\gamma$ by construction. Since $\rho=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P$, $Z_{\kappa,\beta\alpha}=\Omega\,\partial P_\beta/\partial\tau_{\kappa\alpha}$ at zero field is the Born charge, and $Q$ is the dynamical quadrupole. Translating a neutral crystal creates no polarization, so $\sum_\kappa Z_\kappa=0$. In a metal the head of $\chi^0$ is $O(1)$ and these expansions fail.

## (b) Restoring the field

*Find $\phi$ and $\delta V$ with relative errors of order $q^2$ in the screening.*

**Solution.** Applying $\chi^0$ to (1) gives $\delta n=\delta\bar n-\phi\bar\chi|1\rangle$, so $\rho_0=\bar\rho+\phi\bar\chi_{00}$. The second term is the charge induced by the field $\mathbf E=-i\mathbf q\phi$ at clamped ions. With $\mathbf P=(\varepsilon_\infty-1)\mathbf E/4\pi$ it equals $-i\mathbf q\cdot\mathbf P=-q(\varepsilon_\infty-1)q\,\phi/4\pi$, and because the head is even the next term of $\bar\chi_{00}$ is $O(q^4)$. Then $q^2\phi=4\pi\bar\rho-q(\varepsilon_\infty-1)q\,\phi$, or

$$\phi=\frac{4\pi\bar\rho}{q\varepsilon_\infty q}\,[1+O(q^2)]. \tag{3}$$

An $O(q^3)$ term in the head would multiply the $1/q$ dipole and enter at order $q^0$; the symmetry of the static response removes it.

Next, $\bar L|1\rangle=|1\rangle+\bar K\bar\chi|1\rangle$, and the second term is $O(q)$ because it contains the column $\mathbf G'=0$. Call it $iq_\gamma W^\gamma(\mathbf r)$. Its contribution to (1) is $-i q_\gamma\phi W^\gamma=E_\gamma W^\gamma$, so $W^\gamma=\partial V/\partial E_\gamma$ is the cell-periodic potential that a uniform field induces at clamped ions:

$$\delta V=\delta\bar V-\phi\,[1+iq_\gamma W^\gamma(\mathbf r)+O(q^2)]. \tag{4}$$

## (c) The vertex through order $q^0$

*For non-degenerate bands, collect the vertex through order $q^0$. Is the quadrupole the whole non-analytic term?*

**Solution.** The periodic Hamiltonian is $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$, so $\partial_\gamma H_{\mathbf k}=(\mathbf p+\mathbf k)_\gamma$, with matrix elements $p^\gamma_{mn}$. First-order perturbation theory gives $|\partial_\gamma u_m\rangle=\sum_{n\ne m}|u_n\rangle p^\gamma_{nm}/(\epsilon_m-\epsilon_n)$ when the phase of $u_{m\mathbf k+\mathbf q}$ is chosen so that $\langle u_{m\mathbf k}|u_{m\mathbf k+\mathbf q}\rangle>0$ (parallel transport). Taking the adjoint,

$$\langle u_{m\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+q_\gamma D^\gamma_{mn},\qquad D^\gamma_{mn}=\frac{p^\gamma_{mn}}{\epsilon_m-\epsilon_n},\quad D^\gamma_{nn}=0 .$$

This needs $q|p_{mn}|\ll|\epsilon_m-\epsilon_n|$. From (2) and (3),

$$-\phi=\frac{4\pi}{\Omega\,q\varepsilon_\infty q}\Big[iq_\beta Z_{\kappa,\beta\alpha}+\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\Big],$$

and the matrix element of the bracket in (4) is $\delta_{mn}+q_\gamma(D^\gamma_{mn}+iW^\gamma_{mn})$. In the product, $iq_\beta Z\cdot q_\gamma(D+iW)=q_\beta q_\gamma Z(iD-W)$. The analytic part contributes $\bar g_{mn}=\langle u_{m\mathbf k}|\delta\bar V(\mathbf q{=}0)|u_{n\mathbf k}\rangle$. Hence

$$g^{\kappa\alpha}_{mn}=\frac{4\pi i\,q_\beta Z_{\kappa,\beta\alpha}}{\Omega\,q\varepsilon_\infty q}\delta_{mn}+\frac{4\pi}{\Omega}\frac{q_\beta q_\gamma}{q\varepsilon_\infty q}\Big[\tfrac12Q^{\beta\gamma}_{\kappa\alpha}\delta_{mn}+Z_{\kappa,\beta\alpha}(iD^\gamma_{mn}-W^\gamma_{mn})\Big]+\bar g^{\kappa\alpha}_{mn}+O(q). \tag{5}$$

The first term is the Fröhlich dipole. The quadrupole term is one of three non-analytic terms of order $q^0$; the other two are the dipole potential acting through the change of the Bloch functions and through local fields, and they vanish with $Z$. Each order is homogeneous in $\mathbf q$, of degree $-1,0,1,\dots$, so $[g(\mathbf q)+g(-\mathbf q)]/2$ equals the $q^0$ part up to $O(q^2)$.

The numerical check uses a classical shell model for the screening charge (Gaussian cores and massless shells with springs) and a probe electron in 59 plane waves; it has no $f_{xc}$ and no quantum screening. The vertex is computed at finite $\mathbf q$ from its definition, while $Z$, $\varepsilon_\infty$, $W$, $\bar g$ come from static relaxations at $\mathbf q=0$ and $Q$ from zero-field derivatives along the axes. In a triclinic cell, for two bands at a general $\mathbf k$ and three general directions, the largest $Q$, $D$, $W$ and $\bar g$ terms are 0.790, 0.785, 0.394 and 4.318 eV/Å, and at $q=10^{-4}$ bohr$^{-1}$ the even part of the vertex differs from their sum by at most $9.5\times10^{-7}$ eV/Å. The orders and parity of $\chi^0$ are tested separately by a sum over probe states: halving $q$ divides the head by 4.000 and a wing by 2.00.

## (d) Direction dependence at $\Gamma$

*When does the $q^0$ term have a limit for $\mathbf q\to0$? Reduce it for a non-degenerate state at $\mathbf k=0$ in zincblende and diamond, and evaluate it for a zincblende model with $\Omega=41.594$ Å$^3$, $\varepsilon_\infty=2.3935$, $Q_A=0.9463\,e$Å.*

**Solution.** The quadrupole term depends on $\hat{\mathbf q}$ alone. It equals a constant, $\hat qQ\hat q/\hat q\varepsilon_\infty\hat q=c$, if and only if the quadratic form of the symmetric matrix $Q_{\kappa\alpha}-c\,\varepsilon_\infty$ vanishes for all $\mathbf q$, which means $Q^{\beta\gamma}_{\kappa\alpha}=c\,\varepsilon_\infty^{\beta\gamma}$. The same criterion applies to the symmetrized full bracket of (5). Otherwise the limit depends on the path, and no constant assigned at $\mathbf q=0$ makes the vertex continuous.

On a $T_d$ site, let a component of $Q$ carry $n_x,n_y,n_z$ indices of each kind, with sum 3. The twofold rotation about $x$ reverses $y$ and $z$ and requires $n_y+n_z$ even; the other two axes require the same of the other pairs. All $n$ then have equal parity, and the sum 3 forces $n_x=n_y=n_z=1$. The threefold axes and the symmetry in $\beta\gamma$ make the six components equal, $Q^{\beta\gamma}_{\kappa\alpha}=Q_\kappa|\epsilon_{\alpha\beta\gamma}|$. This is off-diagonal in $\beta\gamma$ while $\varepsilon_\infty$ is a scalar, so the criterion fails whenever $Q_\kappa\neq0$. For a non-degenerate $\Gamma$ state $|u_n|^2$ is invariant under $T_d$, so $W^\gamma_{nn}$ and $\bar g^{\kappa\alpha}_{nn}$ are invariant vectors, and the twofold rotations force these to zero; $D_{nn}=0$ by the gauge. For $\alpha=z$ the pairs $\beta\gamma=xy,yx$ cancel the factor $\tfrac12$:

$$g^{(0)}_{\kappa z}=\frac{4\pi Q_\kappa}{\Omega\varepsilon_\infty}\,\hat q_x\hat q_y. \tag{6}$$

In diamond, inversion through the bond centre exchanges $A$ and $B$ and multiplies a tensor of rank $r$ by $(-1)^r$. Thus $Z_A=Z_B$, which with $\sum Z=0$ gives $Z=0$, and $Q_A=-Q_B$. Equation (6) is then the leading long-range term, and it adds over the two atoms for the optical pattern $u_A=-u_B$.

The zincblende model has round parameters ($a=5.5$ Å, masses 70 and 30 u, zero pressure) and represents no material. In eV and Å each $4\pi$ becomes $4\pi\times14.3996=180.95$ eV Å per $e^2$. The prefactor of (6) is $180.95\times0.9463/(41.594\times2.3935)=1.720$ eV/Å. With $\hat q_x\hat q_y=0,\ \tfrac12,\ -\tfrac12,\ \tfrac13$ along [100], [110], [1$\bar1$0], [111], (6) gives $0$, $+0.860$, $-0.860$, $+0.573$ eV/Å, and the even part of the full vertex gives the same five decimals in the output. The diamond model, with $Q_A=-0.5226\,e$Å, gives $\mp0.480$ eV/Å along [110] and [1$\bar1$0].

## (e) Long acoustic waves at zero field

*Find the charge carried by a long acoustic wave at zero macroscopic field and relate $\sum_\kappa Q_\kappa$ to the piezoelectric tensor.*

Parts (a) to (d) have established the vertex for non-degenerate bands through order $q^0$, with its three non-analytic terms at that order, and its direction dependence at $\Gamma$ in zincblende and diamond. The question just posed in (e) remains to be answered, followed by the acoustic vertex and sound-wave equation with the field restored and piezoelectric scattering in the zincblende model.
